# Doppler S and W parameters of positrons with one vacancy type, part 1

(Sections cited here and not found follow in the second part.)

## First half: from annihilation photons to the S–W plot

A positron implanted in a crystal slows down, moves through the lattice for a few hundred picoseconds and annihilates with an electron. Usually two photons are emitted, each with an energy close to 511 keV. The motion of the electron shifts these energies, so the measured line is broader than the detector alone would make it. A vacancy lacks an ion core, so a neutral or negatively charged vacancy attracts the positron. A positron trapped there meets a different mixture of electrons and gives a line of different shape.

The line shape is condensed into two numbers. Let \(x\) be the measured photon energy minus 511 keV. The parameter \(S\) is the share of all peak counts with \(|x|<s\), where \(s\) is small. The parameter \(W\) is the share with \(w_1<|x|<w_2\), in the two wings. The windows do not overlap. Each sample gives one point in the plane with axes \(S\) and \(W\).

The samples considered here differ in their vacancy concentration \(C\). All are measured at the same temperature, with the same detector resolution and the same windows, and the background has been subtracted. Every positron annihilates either in the delocalised state of the perfect lattice, called the bulk state, or in a vacancy of one single type.

### (a) How is the photon energy related to the momentum of the annihilating pair?

Find the shift of the photon energy to leading order in the pair momentum. Evaluate it for the fastest valence electrons of germanium, treated as a free-electron gas.

**Solution.** Let the pair have total energy \(E_t\) and momentum \(\mathbf p\). Photon 1, with energy \(E_1\), leaves along the unit vector \(\mathbf n\) towards the detector. Momentum conservation gives photon 2 the momentum \(\mathbf p-E_1\mathbf n/c\). A photon's energy is \(c\) times the magnitude of its momentum, so

\[
E_2^2=c^2p^2-2cE_1p_L+E_1^2,\qquad p_L=\mathbf p\cdot\mathbf n .
\]

Energy conservation gives \(E_2=E_t-E_1\), hence \(E_2^2=E_t^2-2E_tE_1+E_1^2\). Equating the two expressions cancels \(E_1^2\):

\[
E_t^2-2E_tE_1=c^2p^2-2cE_1p_L
\quad\Rightarrow\quad
E_1=\frac{E_t^2-c^2p^2}{2(E_t-cp_L)} .
\]

The binding energies of valence electrons are a few eV and are neglected beside shifts of order 1 keV. Then \(E_t=2mc^2\) up to terms of second order in \(p\), with \(m\) the electron mass. To first order,

\[
E_1\simeq\frac{4m^2c^4}{4mc^2\,[1-p_L/(2mc)]}\simeq mc^2+\frac{p_Lc}{2}.
\]

The shift is therefore \(p_Lc/2\). It is positive when the pair moves towards the detector. The other photon has the opposite shift to this order, and the line is symmetric if \(p_L\) and \(-p_L\) are equally likely.

Germanium has 8 atoms with 4 valence electrons each in a cubic cell of edge 0.566 nm. The valence density is \(n=32/(0.566\ \text{nm})^3=176.5\ \text{nm}^{-3}\). In a free-electron gas the states are filled up to

\[
k_F=(3\pi^2n)^{1/3}=17.35\ \text{nm}^{-1}.
\]

With the positron taken at rest, the pair momentum is that of the electron. The largest valence shift is then

\[
\varepsilon_b=\frac{\hbar ck_F}{2}=\frac{(197.3\ \text{eV nm})(17.35\ \text{nm}^{-1})}{2}\simeq 1.71\ \text{keV}.
\]

The neglected second-order term can be estimated for a pair of rest energy \(2mc^2\) moving straight at the detector. With \(u=p/(2mc)\), the exact photon energy is \(mc^2(\sqrt{1+u^2}+u)\). The correction \(mc^2u^2/2\), divided by the leading shift \(mc^2u\), is \(u/2\). Here \(u=1.71/511=0.0034\), so the correction is about 0.17% of the shift, or 3 eV. The figure depends on what is taken for \(E_t\). For head-on motion the exact formula reduces to \(E_1=(E_t+cp)/2\). The correction then vanishes for \(E_t=2mc^2\), is about 0.3% for a free electron and a positron at rest, and is \(-2.5\) eV for a total binding of 5 eV. In each case it is a few eV at most, of the same order as the neglected binding energies.

### (b) What happens to S and W when two kinds of annihilation are mixed?

Let a share \(\eta\) of the positrons annihilate in vacancies and the share \(1-\eta\) in the bulk state. Express \(S\) and \(W\) through the values that belong to each state alone.

**Solution.** Let \(g_i(y)\) be the probability density of the true shift \(y\) for a positron in state \(i\), where \(i=b\) is the bulk and \(i=v\) the vacancy. The detector turns a true shift \(y\) into a measured shift \(x\) with probability density \(R(x-y)\). The recorded spectrum of state \(i\) is

\[
f_i(x)=\int R(x-y)\,g_i(y)\,dy,\qquad \int f_i(x)\,dx=1 .
\]

The normalisation follows because both \(R\) and \(g_i\) have unit area. The parameters of the pure states are

\[
S_i=\int_{|x|<s}f_i(x)\,dx,\qquad
W_i=\int_{w_1<|x|<w_2}f_i(x)\,dx .
\]

A photon is detected with practically the same probability whichever state it came from, since nearly all the energies lie within about one per cent of 511 keV and the geometry is the same. The recorded spectrum of the sample is therefore

\[
f(x)=(1-\eta)f_b(x)+\eta f_v(x).
\]

This is a sum of probabilities: the two states are alternative outcomes for each positron. Integrating over the two fixed windows gives

\[
S=(1-\eta)S_b+\eta S_v,\qquad W=(1-\eta)W_b+\eta W_v .
\]

Two conditions enter. The windows and \(R\) must be the same for all samples, or else \(S_b\) and the other pure values would differ from sample to sample. The shapes \(f_b\) and \(f_v\) must not depend on \(C\) either. This holds when the vacancies are far enough apart to leave the bulk state unaltered, and when the structure and charge state of the vacancy stay the same.

Not every measure of the line shape obeys this rule. The full width at half maximum of a mixed line is in general not the weighted mean of the two widths, because the half-maximum points themselves move with \(\eta\). Counts in fixed windows add, and so does any average over the spectrum, such as the mean-square shift; the full width at half maximum does not.

### (c) Which share of the positrons annihilates in vacancies?

All positrons start in the bulk state. They annihilate there at the rate \(\lambda_b\) and are trapped at the rate \(\kappa=\mu C\), where \(\mu\) is the trapping coefficient. A trapped positron annihilates at the rate \(\lambda_v\) or escapes back into the bulk state at the rate \(\delta\). Find \(\eta\) for uniform \(C\).

**Solution.** Let \(n_b(t)\) and \(n_v(t)\) be the probabilities that the positron is still alive at time \(t\) and is in the respective state. Gains minus losses give

\[
\dot n_b=-(\lambda_b+\kappa)n_b+\delta n_v,\qquad
\dot n_v=\kappa n_b-(\lambda_v+\delta)n_v ,
\]

with \(n_b(0)=1\) and \(n_v(0)=0\). The share that annihilates in vacancies is \(\eta=\lambda_v\int_0^\infty n_v\,dt\), so the time integrals suffice. Define \(N_i=\int_0^\infty n_i\,dt\). Both populations vanish at late times. Integrating the equations from zero to infinity gives

\[
-1=-(\lambda_b+\kappa)N_b+\delta N_v,\qquad
0=\kappa N_b-(\lambda_v+\delta)N_v .
\]

For \(\kappa>0\) the second equation gives \(N_b=(\lambda_v+\delta)N_v/\kappa\). Inserting this in the first and multiplying by \(-\kappa\),

\[
\kappa=\big[(\lambda_b+\kappa)(\lambda_v+\delta)-\kappa\delta\big]N_v
=\big[\lambda_b(\lambda_v+\delta)+\kappa\lambda_v\big]N_v ,
\]

where the two terms \(\kappa\delta\) have cancelled. Hence

\[
\eta=\frac{\kappa\lambda_v}{\lambda_b(\lambda_v+\delta)+\kappa\lambda_v}.
\]

The bulk share is \(\lambda_bN_b=\lambda_b(\lambda_v+\delta)/[\lambda_b(\lambda_v+\delta)+\kappa\lambda_v]\). The two shares add to one, as they must.

For a deep trap, from which nothing escapes, \(\delta=0\) and \(\lambda_v\) cancels:

\[
\eta=\frac{\kappa}{\lambda_b+\kappa}=\frac{\mu C}{\lambda_b+\mu C}.
\]

Once caught, the positron annihilates in the vacancy whether this takes a short or a long time. What matters is the competition in the bulk state between trapping and annihilation. For \(\mu C\ll\lambda_b\) the share grows in proportion to \(C\). For \(\mu C\gg\lambda_b\) it approaches one, which is called saturation trapping.

### (d) Where do the points of all samples lie?

Eliminate the vacancy concentration from \(S\) and \(W\), and describe the set of points that can occur.

**Solution.** Subtracting the bulk values from the results of part (b) gives

\[
S-S_b=\eta(S_v-S_b),\qquad W-W_b=\eta(W_v-W_b).
\]

Both displacements contain the same factor \(\eta\), because both windows are applied to the same recorded positrons. If \(S_v\neq S_b\), the first equation gives \(\eta=(S-S_b)/(S_v-S_b)\). Inserting this in the second,

\[
\boxed{\,W-W_b=m\,(S-S_b),\qquad m=\frac{W_v-W_b}{S_v-S_b}\,}
\]

This is a straight line through the bulk point \((S_b,W_b)\) and the vacancy point \((S_v,W_v)\). The concentration has dropped out, and with it the trapping coefficient, the lifetimes and the escape rate. These quantities act through \(\eta\) alone, and \(\eta\) sets the position on the line without changing the line.

Since \(0\le\eta\le1\), the points fill only the segment between the two end points. A sample without vacancies lies at the bulk end. With \(\delta=0\), the derivative

\[
\frac{d\eta}{dC}=\frac{\mu\lambda_b}{(\lambda_b+\mu C)^2}
\]

is positive, so the point moves steadily towards the vacancy end as \(C\) grows. It reaches that end only in the limit \(\mu C/\lambda_b\to\infty\).

If \(S_v=S_b\) but \(W_v\neq W_b\), the segment is vertical. If both parameters agree, all samples give the same point and these windows cannot reveal the vacancy.

Measured values are often divided by those of a defect-free reference sample. With \(S/S_b\) and \(W/W_b\) as axes the relation becomes

\[
\frac{W}{W_b}-1=m\,\frac{S_b}{W_b}\left(\frac{S}{S_b}-1\right),
\]

which is again a straight line, now through the point \((1,1)\).

### (e) What does the position on the line say about the concentration?

Take \(\delta=0\). Find \(C\) from \(S\) for a uniform sample, and the effect of a small error in \(S\). Then decide what changes when \(C\) varies within the sample.

**Solution.** From \(\eta=\mu C/(\lambda_b+\mu C)\) it follows that \(\mu C(1-\eta)=\lambda_b\eta\). Here \(\eta=(S-S_b)/(S_v-S_b)\) and \(1-\eta=(S_v-S)/(S_v-S_b)\), so

\[
C=\frac{\lambda_b}{\mu}\,\frac{\eta}{1-\eta}=\frac{\lambda_b}{\mu}\,\frac{S-S_b}{S_v-S}.
\]

The lifetime in the vacancy is not needed, but \(\mu\) is: an error by a factor of two in \(\mu\) changes \(C\) by the same factor. Differentiating \(\ln C=\ln\eta-\ln(1-\eta)+\text{const}\) gives

\[
\frac{dC}{C}=\left(\frac1\eta+\frac1{1-\eta}\right)d\eta=\frac{d\eta}{\eta(1-\eta)},\qquad d\eta=\frac{dS}{S_v-S_b}.
\]

For a given error \(d\eta\) the relative error of \(C\) is smallest at \(\eta=1/2\), where trapping and bulk annihilation are equally fast. It grows without limit towards both ends of the segment.

Now let \(C\) vary in space. Each positron still annihilates in one of the two states, so part (b) holds with the mean share \(\bar\eta\), and the point stays on the same line. Diffusion between regions can change \(\bar\eta\) but not this argument.

The concentration read from the point does change. Suppose that the positrons stay in regions of uniform \(C\), and let \(\bar C\) be the mean concentration, weighted by the number of positrons in each region. The function \(\eta(C)\) has the second derivative \(-2\mu^2\lambda_b/(\lambda_b+\mu C)^3<0\), so it lies below each of its tangents. With the tangent at \(\bar C\),

\[
\eta(C)\le\eta(\bar C)+\eta'(\bar C)(C-\bar C)
\quad\Rightarrow\quad
\bar\eta\le\eta(\bar C),
\]

because the last term averages to zero. As \(\eta\) increases with \(C\), the apparent concentration is at most \(\bar C\). A heavily damaged region saturates and cannot make up for a clean one.

## Second half: a germanium example and the limits of the line

With a share \(\eta\) of the positrons annihilating in vacancies, the first half gave

\[
S=(1-\eta)S_b+\eta S_v,\qquad W=(1-\eta)W_b+\eta W_v,\qquad W-W_b=m(S-S_b),
\]

where the indices \(b\) and \(v\) mark the bulk and the vacancy, and \(m=(W_v-W_b)/(S_v-S_b)\). For uniform concentration \(C\) and no escape, \(\eta=\kappa/(\lambda_b+\kappa)\) with \(\kappa=\mu C\). Here \(\lambda_b\) is the bulk annihilation rate and \(\mu\) the trapping coefficient. The measured shift from 511 keV is \(x\), and the free-electron valence edge of germanium is \(\varepsilon_b=1.71\) keV.

### (f) Which end points does a simple model of germanium give?

The S window is \(|x|<0.8\) keV and the W window is \(2.8<|x|<5.0\) keV. The detector error is Gaussian with a full width at half maximum of 1.2 keV, or a standard deviation \(\sigma=0.51\) keV. Core electrons give a Gaussian of standard deviation 2.8 keV. Their share \(q\) of the annihilations is 0.100 in the bulk and 0.075 in a divacancy-like defect. At the defect the valence edge is lowered by 5%, to 1.63 keV. Find the end points and explain the sign of \(m\).

For a single vacancy type, and with the same windows and detector resolution throughout, the points of all samples lie on a straight segment between the bulk point and the vacancy point, whatever the vacancy concentration. It remains to calculate these end points for the germanium model, to test the line with simulated positrons, and to examine its limits.
